# X-ray structure factors in the projector augmented-wave method, part 2

We compute X-ray structure factors $F(\mathbf G)=\int_{\rm cell}n(\mathbf r)e^{i\mathbf G\cdot\mathbf r}d^3r$ from a projector augmented-wave (PAW) calculation, for nuclei at rest. Here $n$ is the total electron density. Hartree atomic units are used, with lengths in bohr and $F$ in electrons per primitive cell of volume $\Omega$. With Bragg angle $\theta$, $|\mathbf G|=4\pi\sin\theta/\lambda$. The real harmonics are, for $m>0$,

$$S_{l0}=Y_{l0},\quad S_{lm}=\frac{(-1)^mY_{lm}+Y_{l,-m}}{\sqrt2},\quad S_{l,-m}=\frac{(-1)^mY_{lm}-Y_{l,-m}}{i\sqrt2}.\tag{2}$$

Atoms $a$ at $\mathbf R_a$ carry non-overlapping spheres of radius $r_c$, with partial waves $\phi_i=(u_i/r)S_{l_im_i}$, smooth waves $\tilde\phi_i=(\tilde u_i/r)S_{l_im_i}$ and dual projectors $\tilde p_i=(p_i/r)S_{l_im_i}$; $l_{\max}$ is the largest $l_i$. With $P_i=\langle\tilde p_i|\tilde\psi\rangle$ and lattice vectors $\mathbf T$, the valence states are

$$\psi=\tilde\psi+\sum_{a,\mathbf T}\left(\psi^{1}_{a\mathbf T}-\tilde\psi^{1}_{a\mathbf T}\right),\qquad \psi^1=\sum_i\phi_iP_i,\quad\tilde\psi^1=\sum_i\tilde\phi_iP_i,\tag{4}$$

On each site $\Delta=\psi^1-\tilde\psi^1$ and $\delta=\tilde\psi-\tilde\psi^1$. With state weights $f_{n\mathbf k}$ (occupation, spin, $\mathbf k$-point), $\tilde n=\sum f|\tilde\psi|^2$ and

$$n^1_a-\tilde n^1_a=\sum_{ij}D^a_{ij}\left(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\right),\qquad D^a_{ij}=\sum_{n\mathbf k}f_{n\mathbf k}\,P^{a*}_{i,n\mathbf k}P^a_{j,n\mathbf k}.\tag{7}$$

For integrable $h$,

$$\int_{\rm cell}\sum_{\mathbf T}h(\mathbf r-\mathbf R-\mathbf T)\,e^{i\mathbf G\cdot\mathbf r}d^3r=e^{i\mathbf G\cdot\mathbf R}\int_{\mathbb R^3}h(\mathbf s)\,e^{i\mathbf G\cdot\mathbf s}d^3s .\tag{9}$$

With plane-wave coefficients $c_{\mathbf G'}$ of $\tilde\psi$, $\mathbf q=\mathbf k+\mathbf G'$ and $|\mathbf q|\le q_{\max}$,

$$\tilde n(\mathbf G)=\sum_{n\mathbf k}f_{n\mathbf k}\sum_{\mathbf G'}c^*_{\mathbf G'+\mathbf G}\,c_{\mathbf G'} .\tag{10}$$

$$e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{LM}i^L\,j_L(Gr)\,S_{LM}(\hat{\mathbf G})\,S_{LM}(\hat{\mathbf r}).\tag{15}$$

$$P^a_i=\frac{4\pi\,i^{l_i}}{\sqrt\Omega}\sum_{\mathbf G'}c_{\mathbf G'}\,e^{i\mathbf q\cdot\mathbf R_a}S_{l_im_i}(\hat{\mathbf q})\int_0^{r_c}p_i(s)\,j_{l_i}(qs)\,s\,ds .\tag{16}$$

The one-centre term is

$$\Delta F^a(\mathbf G)=4\pi\sum_{LM}i^LS_{LM}(\hat{\mathbf G})\,A^a_{LM}(G),\qquad A^a_{LM}(G)=\sum_{ij}D^a_{ij}\,\mathcal G^{LM}_{ij}\,I^L_{ij}(G),\tag{17}$$

$$I^L_{ij}(G)=\int_0^{r_c}\left[u_i(r)u_j(r)-\tilde u_i(r)\tilde u_j(r)\right]j_L(Gr)\,dr\tag{18}$$

$$\mathcal G^{LM}_{ij}=\int S_{l_im_i}S_{l_jm_j}S_{LM}\,d\hat{\mathbf r}.\tag{19}$$

$$|l_i-l_j|\le L\le l_i+l_j,\qquad l_i+l_j+L\ \text{even}.\tag{20}$$

The frozen core density $n_c^a$ gives

$$f_c^a(G)=\int_0^\infty4\pi r^2n_c^a(r)\,j_0(Gr)\,dr .\tag{22}$$

For a Slater shell $(N,n,\zeta)$ of $N$ electrons, with radial density $\propto r^{2n}e^{-2\zeta r}$,

$$f(G)=\frac{N(2\zeta)^{2n+1}}{2nG}\,{\rm Im}\,(2\zeta-iG)^{-2n}.\tag{23}$$

In total,

$$F(\mathbf G)=\tilde n(\mathbf G)+\sum_ae^{i\mathbf G\cdot\mathbf R_a}\left[\Delta F^a(\mathbf G)+f_c^a(G)\right]+X(\mathbf G),\tag{24}$$

where $X$ is the transform of $2\,{\rm Re}(\delta^*\Delta)$, summed over weighted states and sites. $F_{\rm PAW}$ omits $X$.

$$\Delta F^a(0)=\sum_{ij}D^a_{ij}\Delta S_{ij},\qquad\Delta S_{ij}=\delta_{l_il_j}\delta_{m_im_j}\int_0^{r_c}(u_iu_j-\tilde u_i\tilde u_j)\,dr .\tag{25}$$

States are normalized with $S=1+\sum_{a,ij}|\tilde p_i\rangle\Delta S_{ij}\langle\tilde p_j|$, so $F_{\rm PAW}(0)$ is exactly the electron number (the sum rule). The compensation charge $\hat n=\sum Q_{LM}g_L(r)S_{LM}$, with smooth $g_L$, shares the multipole moments $Q_{LM}$ of $n^1-\tilde n^1$. For $L=0$,

$$\Delta F-\hat n(\mathbf G)=-\frac{\sqrt{4\pi}\,G^2}{6}\left[\sum_{ij}D_{ij}\mathcal G^{00}_{ij}\int r^2(u_iu_j-\tilde u_i\tilde u_j)dr-Q_{00}\int g_0r^4dr\right]+\dots\tag{27}$$

### Selection rules in the diamond structure

Put the origin at a bond centre, with atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=a(1,1,1)/8$, and $\mathbf G=(2\pi/a)(h,k,l)$ with indices all odd or all even, so that $\theta\equiv\mathbf G\cdot\boldsymbol\tau=\pi(h+k+l)/4$. The origin is an inversion centre, so the one-centre density of the atom at $-\boldsymbol\tau$ is the inverted image of that at $+\boldsymbol\tau$. Because $S_{LM}(-\hat{\mathbf r})=(-1)^LS_{LM}(\hat{\mathbf r})$, $A^-_{LM}=(-1)^LA^+_{LM}$. The phase factors combine as $e^{i\theta}+(-1)^Le^{-i\theta}$, which is $2\cos\theta$ for even $L$ and $2i\sin\theta$ for odd $L$. With $A\equiv A^+$,

$$\sum_ae^{i\mathbf G\cdot\mathbf R_a}\Delta F^a=8\pi\cos\theta\sum_{L\,{\rm even}}i^L\sum_MS_{LM}A_{LM}+8\pi\sin\theta\sum_{L\,{\rm odd}}i^{L+1}\sum_MS_{LM}A_{LM},\tag{28}$$

with $S_{LM}$ taken at $\hat{\mathbf G}$. Every term is real. The core term is $2f_c\cos\theta$. If the sign in $e^{i\mathbf G\cdot\mathbf R}$ is opposite to that in $i^L$, then $\theta\to-\theta$: the even terms survive unharmed and the odd terms change sign, so the sum rule (25) does not detect the mistake.

The site group $T_d$ restricts $L$. The four bonds of the atom at $+\boldsymbol\tau$ point along $(\bar1\bar1\bar1)$, $(\bar111)$, $(1\bar11)$, $(11\bar1)$, and the group consists of the permutations of $x,y,z$ combined with sign changes of an even number of coordinates. If the $\mathbf k$-point set has the symmetry of the crystal, the one-centre density is invariant, and so is each of its $L$ components. Invariance under the even sign changes allows only monomials whose three exponents are all even or all odd, that is, polynomials in $x^2,y^2,z^2$, possibly times $xyz$. Invariance under permutations makes these polynomials symmetric, hence polynomials in $r^2$, $e_2=x^2y^2+y^2z^2+z^2x^2$ and $(xyz)^2$. All invariants are thus built from $r^2$, $xyz$ and $e_2$. An invariant of degree $L$ is an invariant harmonic plus $r^2$ times an invariant of degree $L-2$, so the invariant harmonics of degree $L$ are counted by the products $(xyz)^q e_2^{\,p}$ with $3q+4p=L$. This gives one each for $L=0,3,4,6$ and none for $L=1,2,5$. Odd invariants always contain the factor $xyz$; for $L=3$ the invariant is $S_{3,-2}$.

For (222), $\theta=3\pi/2$, so $\cos\theta=0$ and $\sin\theta=-1$. The core and all even $L$ drop out. With $l_{\max}\le3$ the only odd term is $L=3$, where $i^{4}=1$:

$$\sum_ae^{i\mathbf G\cdot\mathbf R_a}\Delta F^a\Big|_{222}=-8\pi\,S_{3,-2}(\hat{\mathbf G})\,A_3,\qquad A_3\equiv A^+_{3,-2}.\tag{29}$$

By (20), $L=3$ is reached by the pairs $p$–$d$, $s$–$f$ and $d$–$f$. A dataset with only $s$ and $p$ waves has $L\le2$ and gives no one-centre contribution to (222) at all. The only $L=3$ correction to the smooth density then sits in $X$, where the $d$ and $g$ components of $\tilde\psi-\tilde\psi^1$ multiply the $p$ component of $\psi^1-\tilde\psi^1$ and the $f$ component multiplies the $s$ component. This is only part of what a larger dataset puts into the one-centre term, as the worked example shows.

For (200), $\cos\theta=0$ as well, and $xyz=0$ along a cube axis, so the one-centre term vanishes. In fact the whole of $F$ does. The twofold rotation about the $z$ axis through $+\boldsymbol\tau$ sends $x\to a/4-x$, and following it by the inversion sends $x\to x-a/4$. The density is invariant under the combined operation, while $e^{4\pi ix/a}$ acquires $e^{-i\pi}=-1$, so $F=-F=0$. Asphericity can switch on (222) but not (200).

### Worked example: a model of germanium

All parameters are chosen inputs, roughly typical of germanium. The smooth states do not solve a PAW Hamiltonian and the model cores are not orthogonalized to the valence states, so the numbers illustrate (24) and do not predict measured values.

The lattice constant is $a=5.658$ Å $=10.69207$ bohr, so $\Omega=a^3/4=305.5804$ bohr$^3$ and $2\pi/a=0.587649$ bohr$^{-1}$. The radius $r_c=2.2$ bohr is below half the bond length, $2.3149$ bohr. The core has 28 electrons in Slater shells $(N,n,\zeta)=(2,1,31.7)$, $(8,2,13.925)$, $(8,3,6.917)$, $(10,3,3.617)$, with $\zeta$ in bohr$^{-1}$. With a valence shell $(4,4,1.5)$ and $Z=32$ they define a spherical potential, nuclear plus Hartree plus local exchange $-(3n/\pi)^{1/3}$, in which the $u_i$ are integrated outward at two energies per $l$: $-0.45$ and $0.30$ Ha for $s$, $-0.15$ and $0.55$ for $p$, $0$ and $0.7$ for $d$ and $f$. Inside $r_c$ they have 3 and 4 nodes ($s$), 2 ($p$), 1 ($d$) and none ($f$). They are scaled to $\int_0^{r_c}u^2dr=1$. The smooth waves are $r^{l+1}(c_0+c_1r^2+c_2r^4)$, matched in value and two derivatives, and the projectors are combinations of $\tilde u_j(1-r^2/r_c^2)^2$ made dual to the $\tilde u_i$. The four valence bands come from an empirical pseudopotential with form factors $-0.23$, $0.01$ and $0.06$ Ry at $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$, a cutoff $|\mathbf k+\mathbf G|^2\le16$, and 16 $\mathbf k$-points that represent a cubic-symmetric set modulo time reversal, so $f=2/16$. These states are Löwdin-orthonormalized with $S$; for $l_{\max}=3$ the overlap eigenvalues beforehand lie between $0.9181$ and $1.0008$. The results for $l_{\max}=3$, in electrons per primitive cell, are:

| $hkl$ | smooth | one-centre | core | $F_{\rm PAW}$ |
|---|---|---|---|---|
| 000 | 8.34581 | −0.34581 | 56.00000 | 64.00000 |
| 111 | −1.99509 | 0.19694 | −36.56925 | −38.36739 |
| 200 | 0 | 0 | 0 | 0 |
| 220 | 0.03066 | 0.18524 | −45.83515 | −45.61924 |
| 311 | 0.37662 | 0.09852 | −30.34684 | −29.87171 |
| 222 | 0.53336 | 0.00208 | 0 | 0.53543 |
| 400 | 0.26120 | 0.07435 | −38.85106 | −38.51550 |
| 333 | −0.02342 | 0.01646 | 22.93001 | 22.92305 |
| 511 | −0.01436 | 0.01552 | 22.93001 | 22.93117 |
| 440 | 0.00953 | 0.05082 | 30.30480 | 30.36515 |

The digits refer to this model at this setting; they are not converged values. Doubling the cutoff to $32$ moves $F_{\rm PAW}(222)$ from $0.535$ to $0.587$ ($0.570$ with 128 $\mathbf k$-points as well), halves its one-centre term to about $0.001$, raises the smooth term at (440) from $0.010$ to $0.026$, and lowers the (511)–(333) difference discussed below from $0.0081$ to $0.0071$. The Slater core is also crude: a Hartree–Fock germanium core has $f_c\approx26.24$ at (111) and $16.19$ at (440), against $25.86$ and $15.15$ here, a difference larger than any one-centre term in the table.

For the conventional cube of eight atoms these values are multiplied by four. The core term has the sign of $\cos\theta$, and so has $F_{\rm PAW}$ wherever $\cos\theta\ne0$, because the core dominates; the smooth and one-centre columns do not follow this rule. The signs depend on the choice of origin.

At $\mathbf G=0$, $8.34581-0.34581=8$ valence electrons, and $8+2\times28=64$. The one-centre charge is negative, $-0.1729$ per atom. The first $s$ wave has $D_{11}=2.13670$ and $\Delta S_{11}=-0.3439$, so its diagonal term alone is $-0.735$, four times the total; the other $s$ elements are $D_{12}=-0.91825$ and $D_{22}=0.39792$. The partial waves are not orthogonal, the $D_{ii}$ are not occupations, and the off-diagonal terms of (25) cannot be neglected.

For (111), $G=\sqrt3\times0.587649=1.01784$ bohr$^{-1}$, or $\sin\theta/\lambda=1.01784/(4\pi\times0.529177)=0.15306$ Å$^{-1}$. The phase angle is $3\pi/4$, with cosine $-0.70711$. Equation (23) summed over the four shells gives $f_c=25.85836$, so the core term is $-\sqrt2\times25.85836=-36.5692$. The one-centre term is $0.197349-0.000377-0.000032=0.196940$ from $L=0,3,4$, with $L=6$ below $10^{-6}$. The total is $-1.9951+0.1969-36.5692=-38.3674$, or $-38.3674/(-\sqrt2)=27.130$ electrons per atom. The one-centre term is a tenth of the smooth term here; at (220), (440) and, slightly, (511) it exceeds it in magnitude, $0.18524$ against $0.03066$, $0.05082$ against $0.00953$ and $0.01552$ against $0.01436$; the ordering at (511) depends on the cutoff and reverses at cutoff $32$, $0.01664$ against $0.02118$. At (220) this is an accident: divided by $2\cos\theta$ the smooth term is $+1.41$ at (111), $-0.015$ at (220) and $-0.27$ at (311), so (220) lies near a change of sign, and at (311), (222) and (400) the smooth term is again the larger. At large $G$ the site terms must take over, since by (10) the smooth term vanishes beyond $2q_{\max}$ while the site terms have no such cutoff.

For (222), $S_{3,-2}=0.556298$ along $(111)$ and $A_3=-0.0001484$, so (29) gives $-8\pi\times0.556298\times(-0.0001484)=+0.002075$. The pairs contribute $-0.000654$ ($p$–$d$), $+0.002336$ ($s$–$f$) and $+0.000393$ ($d$–$f$), which add to $0.002075$. The total is $0.533358+0.002075=0.535433$. The reflection comes almost wholly from the smooth density. This does not mean that it comes only from the region between the spheres: $\tilde n$ extends through the spheres as well, and its aspherical part there supplies $0.412$ of the smooth term, against $0.121$ from the region between the spheres. The one-centre term is only the correction to that part.

The reflections (333) and (511) share $G=3.05351$ bohr$^{-1}$ and $\cos\theta=+0.70711$, so their core terms and their $L=0$ one-centre terms ($0.016221$) are equal, and spherical atoms would make them identical. They differ by $22.93117-22.92305=0.00812$. The smooth term supplies $-0.01436+0.02342=0.00906$ and the one-centre term $0.01552-0.01646=-0.00094$, the latter mostly through $L=4$ ($+0.000814$ for 333, $-0.000794$ for 511) partly offset by $L=3$ ($-0.000549$ and $+0.000102$).

Two shortcuts can be priced. Replacing $n^1-\tilde n^1$ by $\hat n$, with $g_L\propto r^L(1-r^2/r_c^2)^2$, gives the same $-0.34581$ at $\mathbf G=0$, but $0.18326$ instead of $0.19694$ at (111), $0.00423$ instead of $0.05082$ at (440), and the wrong sign at (333), $-0.00484$ instead of $+0.01646$. For one atom the difference is $-1.2231\times10^{-6}$ at $G=0.01$ and $-4.8919\times10^{-6}$ at $G=0.02$ bohr$^{-1}$, a ratio of $3.9997$, the $G^2$ law of (27). Cutting the core integral at $r_c$ loses $0.04236$ electrons per atom and lowers $f_c(111)$ from $25.85836$ to $25.84719$, an error of $\sqrt2\times0.01117=0.0158$ per cell.

Over the ten reflections of the table the neglected term $X$ is at most $1.8\times10^{-4}$ in magnitude for $l_{\max}=3$. At (111) it is $0.000102$, far below the errors of both shortcuts there; at $\mathbf G=0$, where the $\hat n$ shortcut is exact, it is $-0.000179$. Its dependence on $l_{\max}$ is not simple. At (222) it falls as expected, $-0.002580$, $-0.001146$, $-0.000032$ for $l_{\max}=1,2,3$, while the one-centre term goes $0$, $-0.000654$, $+0.002075$. At $\mathbf G=0$ it hardly moves, $-0.000185$, $-0.000179$, $-0.000179$. The reason is that only $L=0$ contributes there, which pairs each $l$ component of $\delta$ with the same $l$ component of $\Delta$; this measures radial incompleteness within a channel, which higher $l$ cannot remove: the $s$ and $p$ channels give $+0.000216$ and $-0.000401$ for every $l_{\max}$, and $d$ and $f$ less than $10^{-5}$. A third radial function per $l$, at the midpoint energy, reduces $X(0)$ to $+0.000055$, though it does not reduce $X$ at every $\mathbf G$; at (400) it goes from $-0.000044$ to $-0.000178$. At (440) it runs $-0.000020$, $-0.000005$, $+0.000057$, so adding a channel can enlarge it. Nothing forbids this, since the new channel removes part of $\delta$ but also adds a new component to $\Delta$; the program does not separate the two effects.

One feature runs against a natural guess. If $X$ were only the missing part of the one-centre sum, the full valence amplitude at (222) would not depend on $l_{\max}$. It is $0.534313+0-0.002580=0.531733$, then $0.533450-0.000654-0.001146=0.531650$, then $0.533358+0.002075-0.000032=0.535401$, a jump of $0.0038$ when the $f$ waves are added. The cause is visible in the identity

$$u_su_f-\tilde u_s\tilde u_f=(u_s-\tilde u_s)\,\tilde u_f+u_s\,(u_f-\tilde u_f).$$

The first part is of the kind that $X$ contains when $f$ waves are absent: it contributes $-0.001079$ to (222), against $-0.001076$ for the $s$ component of $\Delta$ in $X$ at $l_{\max}=2$. The second part is new: it exists because the transformation (4) now also changes the $f$ component of the state. It contributes $+0.003414$, and the same part of the $d$–$f$ pair $+0.000396$, which together account for the jump. In this model $u_f$ and $\tilde u_f$ differ appreciably ($\Delta S_{ii}=0.0699$ and $0.1329$), and $\tilde\psi$ changes only through the Löwdin step, so a different $l_{\max}$ describes a different all-electron state. The near-constancy from $l_{\max}=1$ to $2$ is a cancellation: the new part of the $p$–$d$ pair, $+0.000779$, is offset by the change of $-0.000863$ in the smooth term. A small $X$ shows that $F_{\rm PAW}$ is faithful to the states (4); whether those states are the true ones is a separate question, settled by solving the PAW equations and converging the dataset.

### What the numerical check tests

The numerical check computes each ingredient a second time from its definition. The Gaunt coefficients obtained from complex ones through (2) are compared with angular quadrature, (15) with the exponential at a point, (9) with a cell sum of overlapping Gaussians, (10) with a real-space sum over the cell, and (16) with a three-dimensional integral. The core factor (23) is compared with the quadrature (22) and with a direct radial and polar integration of the exponential. The one-centre formula (17) is compared with a three-dimensional quadrature of $|\psi^1|^2-|\tilde\psi^1|^2$ evaluated point by point on a different radial grid, using no Bessel functions or Gaunt coefficients; the largest difference for $l_{\max}=3$ is $1.1\times10^{-11}$ electrons per cell. The identity (24) with $X$ is tested against the pointwise density of the states (4) for $l_{\max}=1,2,3$, together with the sum rule, the reality of $F$, the absence of $L=1,2,5$, the extinction of (200), equation (29), the vanishing of the one-centre (222) term for an $s,p$ set, and the $G^2$ scaling of (27), whose coefficient is not checked; (29) and the scaling are tested for $l_{\max}=3$.

## Table of computed values

```
a = 5.658 A = 10.69207 bohr; bohr = 0.529177 A; Omega = 305.5804 bohr^3
2pi/a = 0.587649 1/bohr; rc = 2.2 bohr; half bond = 2.3149 bohr; Z = 32
core shells (N, n, zeta 1/bohr): [(2, 1, 31.7), (8, 2, 13.925), (8, 3, 6.917), (10, 3, 3.617)]
valence shell used in potential: (4, 4, 1.5)
partial-wave energies (Ha) by l: {0: (-0.45, 0.3), 1: (-0.15, 0.55), 2: (0.0, 0.7), 3: (0.0, 0.7)}
EPM form factors (Ry) by |G|^2: {3: -0.23, 8: 0.01, 11: 0.06} ; cutoff |k+G|^2 <= 16 (2pi/a)^2; 16 k
nodes of u inside rc (s1 s2 p1 p2 d1 d2 f1 f2): [3, 4, 2, 2, 1, 1, 0, 0]
Delta S_ii, int u^2 = 1 in sphere: [-0.3439 -0.5544  0.078   0.2147  0.0908  0.1788  0.0699  0.1329]
overlap eigenvalues before Loewdin, lmax=3: 0.9181 to 1.0008
D(s1,s1) = 2.13670, D(s1,s2) = -0.91825, D(s2,s2) = 0.39792
Gaunt(pz,dxy,fxyz) = 0.184674; Gaunt(s,fxyz,fxyz) = 0.282095
core charge outside rc = 0.04236 e; f_c(111) cut at rc = 25.84719 e
hkl  |G|(1/bohr)  sin/lambda(1/A)  cos(G.tau)  f_c(e)
000  0.00000  0.00000  +1.00000  28.00000
111  1.01784  0.15306  -0.70711  25.85836
200  1.17530  0.17674  -0.00000  25.21219
220  1.66212  0.24995  -1.00000  22.91757
311  1.94901  0.29309  -0.70711  21.45846
222  2.03568  0.30612  +0.00000  21.01490
400  2.35060  0.35348  -1.00000  19.42553
333  3.05351  0.45919  +0.70711  16.21396
511  3.05351  0.45919  +0.70711  16.21396
440  3.32425  0.49990  +1.00000  15.15240
lmax=3, e/cell: hkl  pseudo  one-centre  core  F_PAW  X  n-hat term
000  +8.34581  -0.34581  +56.00000  +64.00000  -0.000179  -0.34581
111  -1.99509  +0.19694  -36.56925  -38.36739  +0.000102  +0.18326
200  +0.00000  +0.00000  -0.00000  -0.00000  +0.000000  +0.00000
220  +0.03066  +0.18524  -45.83515  -45.61924  +0.000090  +0.15489
311  +0.37662  +0.09852  -30.34684  -29.87171  +0.000027  +0.07875
222  +0.53336  +0.00208  +0.00000  +0.53543  -0.000032  +0.00262
400  +0.26120  +0.07435  -38.85106  -38.51550  -0.000044  +0.05871
333  -0.02342  +0.01646  +22.93001  +22.92305  +0.000078  -0.00484
511  -0.01436  +0.01552  +22.93001  +22.93117  +0.000077  -0.00340
440  +0.00953  +0.05082  +30.30480  +30.36515  +0.000057  +0.00423
F/(2cos G.tau), e/atom: 111 27.1298, 220 22.8096, 311 21.1225, 400 19.2578, 333 16.2090, 511 16.2148, 440 15.1826
one-centre 111 by L=0,3,4,6 (e/cell): +0.197349 -0.000377 -0.000032 +0.000000
one-centre 222 by L=0,3,4,6 (e/cell): -0.000000 +0.002075 +0.000000 -0.000000
one-centre 333 by L=0,3,4,6 (e/cell): +0.016221 -0.000549 +0.000814 -0.000024
one-centre 511 by L=0,3,4,6 (e/cell): +0.016221 +0.000102 -0.000794 -0.000006
222: S_(3,-2)(111 dir) = 0.556298; A_3 = -0.0001484 e; -8 pi S A_3 = +0.002075 e
222 one-centre from p-d pairs = -0.000654 e/cell
222 one-centre from s-f pairs = +0.002336 e/cell
222 one-centre from d-f pairs = +0.000393 e/cell
lmax=1 222: pseudo +0.534313 one-centre -0.000000 X -0.002580 e/cell
lmax=1 X(000) -0.000185 X(111) +0.000382 X(440) -0.000020 e/cell
lmax=2 222: pseudo +0.533450 one-centre -0.000654 X -0.001146 e/cell
lmax=2 X(000) -0.000179 X(111) +0.000235 X(440) -0.000005 e/cell
lmax=3 222: pseudo +0.533358 one-centre +0.002075 X -0.000032 e/cell
lmax=3 X(000) -0.000179 X(111) +0.000102 X(440) +0.000057 e/cell
(one-centre - n-hat) at G=0.01, 0.02 1/bohr: -1.2231e-06, -4.8919e-06 e; ratio 3.9997
max |formula - 3D quadrature|, one-centre = 1.1e-11 e/cell
```
